# Why Light and Heavy Rare-Earth Moments Couple Oppositely to Iron or Cobalt: a numerical check

```python
"""Why 4f moments of light (heavy) rare earths lie parallel (antiparallel) to 3d moments.

Result under test: the 4f spin is always opposite to the 3d spin, because
  (a) the 4f-5d exchange integral K is positive,
  (b) 5d-3d bonding states, filled for both spins, hold more minority 5d weight;
the 4f moment along the 3d moment is then -sign(g-1) g J.
Symbols: sigma = +1 is the 3d majority spin; delta0 = mean 5d-3d separation;
split = 3d exchange splitting; hop = 5d-3d hopping to each of N_T atoms;
h = K * (4f spin size) = 5d level shift; zeta = 4f spin-orbit constant.
Energies in Ry, lengths in Bohr radii, moments in Bohr magnetons along the 3d moment.
"""
from itertools import combinations
from math import factorial, sqrt
import numpy as np
from scipy import constants
from scipy.special import lpmv
from sympy.physics.wigner import wigner_3j

RY_EV = constants.physical_constants["Rydberg constant times hc in eV"][0]

# ---------- 4f-5d exchange integral from model radial functions ----------
EXP_F, EXP_D = 5.5, 1.8      # P(r) = norm * r^4 exp(-exponent r)
step = 0.005
r = (np.arange(2400) + 0.5) * step


def radial(exponent):
    return sqrt((2 * exponent) ** 9 / factorial(8)) * r**4 * np.exp(-exponent * r)


overlap = radial(EXP_F) * radial(EXP_D)
r_small, r_large = np.minimum.outer(r, r), np.maximum.outer(r, r)


def theta_part(l, m, x):
    m = abs(m)
    norm = sqrt((2 * l + 1) / 2 * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, x)


x_gl, w_gl = np.polynomial.legendre.leggauss(24)
slater_g, K = {}, 0.0
for k in (1, 3, 5):
    direct = 2 * step**2 * overlap @ (r_small**k / r_large**(k + 1)) @ overlap
    terms = overlap * r**k * step
    inner = np.cumsum(terms) - terms / 2
    squares = 2 * (2 * k + 1) * np.sum(inner**2 / r**(2 * k + 2)) * step
    squares += 2 * terms.sum()**2 / (r[-1] + step / 2)**(2 * k + 1)
    # both sums have grid errors of second order in the step
    assert abs(direct / squares - 1) < 2e-3
    angular_mean = 0.0
    for mf in range(-3, 4):
        for md in range(-2, 3):
            if abs(mf - md) <= k:
                f = theta_part(3, mf, x_gl) * theta_part(2, md, x_gl)
                integral = np.sum(w_gl * f * theta_part(k, mf - md, x_gl))
                angular_mean += 2 / (2 * k + 1) * integral**2 / 35
    weight = float(wigner_3j(3, k, 2, 0, 0, 0))**2
    assert abs(angular_mean - weight) < 1e-10
    slater_g[k] = direct
    K += weight * direct
assert K > 0

# ---------- one R atom with five 5d orbitals, N_T transition-metal atoms ----------
N_T, HOLES = 5, 10
DELTA0, SPLIT, HOP = 0.30, 0.15, 0.045


def cell(h_signed, delta0=DELTA0, split=SPLIT, hop=HOP, hop_dd=0.0):
    """Diagonalize and fill; return energy, 5d moment, total valence moment."""
    levels = []
    for sigma in (1, -1):
        ham = np.diag([delta0 - sigma * h_signed] + [-sigma * split / 2] * N_T)
        ham[0, 1:] = ham[1:, 0] = hop
        for j in range(N_T):
            a, b = 1 + j, 1 + (j + 1) % N_T
            ham[a, b] += hop_dd
            ham[b, a] += hop_dd
        energies, vectors = np.linalg.eigh(ham)
        levels += [(e, sigma, v) for e, v in zip(energies, vectors[0]**2)]
    left, energy, m5d, total = 10 * N_T - HOLES, 0.0, 0.0, 0.0
    for e, sigma, weight_5d in sorted(levels):
        filled = min(5, left)        # five equivalent orbital channels
        left -= filled
        energy += filled * e
        m5d += filled * sigma * weight_5d
        total += filled * sigma
    return energy, m5d, total


def root(x, hop=HOP):
    return np.sqrt(x**2 + 4 * N_T * hop**2)


def bonding_weight(x):
    return 0.5 * (1 - x / root(x))


def m5d_formula(h_signed):
    a = SPLIT / 2 - h_signed
    return 5 * (bonding_weight(DELTA0 + a) - bonding_weight(DELTA0 - a))


def coupling_formula(h, delta0=DELTA0, split=SPLIT, hop=HOP):
    """Energy of parallel minus antiparallel 4f and 3d spins."""
    big, small = split / 2 + h, split / 2 - h
    return 2.5 * (root(delta0 + big, hop) + root(delta0 - big, hop)
                  - root(delta0 + small, hop) - root(delta0 - small, hop))


m5d_bare = cell(0.0)[1]
assert m5d_bare < 0
for h in (0.0, 0.03, -0.03):
    energy, m5d, total = cell(h)
    assert abs(m5d - m5d_formula(h)) < 1e-10 and abs(total - HOLES) < 1e-10
rng = np.random.default_rng(4)
for _ in range(200):
    h, split, hop = rng.uniform([0.005, 0.02, 0.02], [0.1, 0.3, 0.1])
    delta0 = h + split / 2 + rng.uniform(0.01, 0.4)
    gain = cell(h, delta0, split, hop)[0] - cell(-h, delta0, split, hop)[0]
    assert gain > 0
    assert abs(gain - coupling_formula(h, delta0, split, hop)) < 1e-10
h_test = 0.001
slope_gain = cell(h_test)[0] - cell(-h_test)[0]
assert abs(slope_gain / (-2 * h_test * m5d_bare) - 1) < 1e-3
# no coupling without hybridisation or without 3d exchange splitting
assert abs(cell(0.03, hop=0.0)[0] - cell(-0.03, hop=0.0)[0]) < 1e-10
assert abs(cell(0.03, split=0.0)[0] - cell(-0.03, split=0.0)[0]) < 1e-10
# symmetric 3d combination at the band bottom (filled) or at the top (minority empty)
HOP_DD, H_DD = 0.08, 0.01
band = {}
for sign in (-1, 1):
    t = sign * HOP_DD
    gain = cell(H_DD, hop_dd=t)[0] - cell(-H_DD, hop_dd=t)[0]
    band[sign] = (cell(0.0, hop_dd=t)[1], gain)
assert band[-1][0] < 0 < band[-1][1]
assert band[1][0] > 0 > band[1][1]

# ---------- Hund multiplets in an exchange field b*S_z, b > 0 ----------
ZETA = 0.01


def hund(n):
    spin = min(n, 14 - n) / 2
    orbital = (n % 7) * (7 - n % 7) / 2
    return spin, orbital, (abs(orbital - spin) if n < 7 else orbital + spin)


def g_minus_one(n):
    spin, _, total_j = hund(n)
    return -spin / (total_j + 1) if n < 7 else spin / total_j


def angular_momentum(j):
    m = np.arange(-j, j + 0.5)
    raising = np.diag(np.sqrt(j * (j + 1) - m[:-1] * (m[:-1] + 1)), -1)
    return np.diag(m), raising


def multiplet(n, field, zeta=ZETA):
    """Ground-state <S_z> and <L_z + 2 S_z> of the full LS term."""
    spin, orbital, _ = hund(n)
    lz, lp = angular_momentum(orbital)
    sz, sp = angular_momentum(spin)
    lam = (1 if n < 7 else -1) * zeta / (2 * spin)
    ham = lam * (np.kron(lz, sz) + 0.5 * (np.kron(lp, sp.T) + np.kron(lp.T, sp)))
    sz_full = np.kron(np.eye(len(lz)), sz)
    lz_full = np.kron(lz, np.eye(len(sz)))
    ground = np.linalg.eigh(ham + field * sz_full)[1][:, 0]
    s_mean = ground @ sz_full @ ground
    return s_mean, ground @ lz_full @ ground + 2 * s_mean


IONS = {1: "Ce", 2: "Pr", 3: "Nd", 4: "Pm", 5: "Sm", 7: "Gd",
        8: "Tb", 9: "Dy", 10: "Ho", 11: "Er", 12: "Tm", 13: "Yb"}
rows = []
for n, name in IONS.items():
    spin, orbital, total_j = hund(n)
    gm1 = g_minus_one(n)
    moment = -np.sign(gm1) * (1 + gm1) * total_j
    s_num, moment_num = multiplet(n, 1e-6)
    # remaining difference: weak mixing of J levels by the finite field
    assert abs(s_num + abs(gm1) * total_j) < 2e-3
    assert abs(moment_num - moment) < 2e-3
    assert (moment > 0) == (n < 7)
    h = K * abs(gm1) * total_j
    assert DELTA0 > h + SPLIT / 2
    gain = cell(h)[0] - cell(-h)[0]
    assert gain > 0 and abs(gain - coupling_formula(h)) < 1e-10
    rows.append((name, n, spin, orbital, total_j, gm1, moment,
                 HOLES + moment, 1000 * gain))
for n in range(1, 6):
    spin, orbital, total_j = hund(n)
    for field in np.logspace(-5, 1, 25):
        moment = multiplet(n, field)[1]
        assert orbital - 2 * spin - 1e-9 <= moment
        assert moment <= (1 + g_minus_one(n)) * total_j + 1e-9

h_sm = K * abs(g_minus_one(5)) * hund(5)[2]
field_sm = -K * cell(-h_sm)[1]
spin_sm, moment_sm = multiplet(5, field_sm)
field_eu = -K * m5d_bare
spin_eu, moment_eu = multiplet(6, field_eu)
assert moment_sm > 0 > moment_eu
assert abs(moment_eu - spin_eu) < 1e-8

# ---------- complete 4f^n shell: Coulomb repulsion plus spin-orbit coupling ----------
SLATER_F = {2: 0.9, 4: 0.6, 6: 0.45}
ZETA_SHELL, FIELD_SHELL = 0.002, 2e-6
orbitals = [(m, s) for m in range(-3, 4) for s in (0.5, -0.5)]
angular_c = {}
for k in SLATER_F:
    zero = float(wigner_3j(3, k, 3, 0, 0, 0))
    for m in range(-3, 4):
        for mp in range(-3, 4):
            value = 0.0
            if abs(m - mp) <= k:
                value = 7 * (-1)**m * zero * float(wigner_3j(3, k, 3, -m, m - mp, mp))
            angular_c[k, m, mp] = value


def repulsion(a, b, c, d):
    (ma, sa), (mb, sb), (mc, sc), (md, sd) = (orbitals[i] for i in (a, b, c, d))
    if sa != sc or sb != sd or ma + mb != mc + md:
        return 0.0
    return sum(f * angular_c[k, ma, mc] * angular_c[k, md, mb]
               for k, f in SLATER_F.items())


pairs = list(combinations(range(14), 2))
partners = {}
for c, d in pairs:
    found = [(a, b, repulsion(a, b, c, d) - repulsion(a, b, d, c)) for a, b in pairs]
    partners[c, d] = [item for item in found if abs(item[2]) > 1e-13]

spin_orbit = []
for j, (m, s) in enumerate(orbitals):
    spin_orbit.append((j, j, m * s))
    if s > 0 and m < 3:
        i = orbitals.index((m + 1, -0.5))
        value = 0.5 * sqrt(12 - m * (m + 1))
        spin_orbit += [(i, j, value), (j, i, value)]


def flip(det, i):
    """Change the occupation of orbital i; return the new determinant and sign."""
    return det ^ (1 << i), -1 if bin(det & ((1 << i) - 1)).count("1") % 2 else 1


def shell_matrices(n):
    occupied = list(combinations(range(14), n))
    dets = [sum(1 << i for i in occ) for occ in occupied]
    index = {det: i for i, det in enumerate(dets)}
    coulomb = np.zeros((len(dets), len(dets)))
    so = np.zeros_like(coulomb)
    for col, (det, occ) in enumerate(zip(dets, occupied)):
        for c, d in combinations(occ, 2):
            det1, s1 = flip(det, c)
            det2, s2 = flip(det1, d)
            for a, b, value in partners[c, d]:
                if det2 >> a & 1 or det2 >> b & 1:
                    continue
                det3, s3 = flip(det2, b)
                det4, s4 = flip(det3, a)
                coulomb[index[det4], col] += s1 * s2 * s3 * s4 * value
        for i, j, value in spin_orbit:
            if det >> j & 1:
                det1, s1 = flip(det, j)
                if not det1 >> i & 1:
                    det2, s2 = flip(det1, i)
                    so[index[det2], col] += s1 * s2 * value
    lz = np.array([sum(orbitals[i][0] for i in occ) for occ in occupied])
    sz = np.array([sum(orbitals[i][1] for i in occ) for occ in occupied])
    return coulomb, so, lz, sz


def shell_ground(matrices, zeta):
    coulomb, so, lz, sz = matrices
    ham = coulomb + zeta * so + FIELD_SHELL * np.diag(sz)
    assert np.allclose(ham, ham.T, atol=1e-11)
    density = np.linalg.eigh(ham)[1][:, 0]**2
    return density @ sz, density @ (lz + 2 * sz)


shell_rows = []
for n in (2, 3, 11, 12):
    matrices = shell_matrices(n)
    s_num, moment_num = shell_ground(matrices, ZETA_SHELL)
    gm1, total_j = g_minus_one(n), hund(n)[2]
    # small differences: mixing of terms by zeta and of J levels by the field
    assert abs(s_num + abs(gm1) * total_j) < 0.01
    assert abs(moment_num + np.sign(gm1) * (1 + gm1) * total_j) < 0.02
    shell_rows.append((IONS[n], n, s_num, moment_num))
    if n == 3:
        reversed_moment = shell_ground(matrices, -ZETA_SHELL)[1]
        assert reversed_moment < 0 < moment_num

# ---------- printed results ----------
print(f"radial exponents 4f, 5d: {EXP_F}, {EXP_D} per Bohr radius")
print("G1, G3, G5 (4f-5d): " + ", ".join(f"{v:.5f}" for v in slater_g.values()) + " Ry")
print(f"mean 4f-5d exchange K: {K:.5f} Ry = {K * RY_EV:.4f} eV")
print(f"delta0 {DELTA0} Ry, 3d splitting {SPLIT} Ry, 5d-3d hopping {HOP} Ry")
print(f"transition-metal atoms {N_T}, minority holes {HOLES}, T = {sqrt(N_T) * HOP:.5f} Ry")
w_up, w_down = (bonding_weight(DELTA0 + s * SPLIT / 2) for s in (1, -1))
print(f"5d weight of bonding state: majority {w_up:.4f}, minority {w_down:.4f}")
print(f"without 4f spin: 5d moment {m5d_bare:.4f}, 3d moment {HOLES - m5d_bare:.4f} mu_B")
h_gd = K * 3.5
print(f"Gd: level shift h = {h_gd:.5f} Ry")
print(f"Gd: 5d moment, 4f spin antiparallel to 3d: {cell(-h_gd)[1]:.4f} mu_B")
print(f"Gd: 5d moment, 4f spin parallel to 3d: {cell(h_gd)[1]:.4f} mu_B")
gain_gd = coupling_formula(h_gd)
print(f"Gd: E(parallel)-E(antiparallel) = {gain_gd:.5f} Ry = {gain_gd * RY_EV:.4f} eV")
print(f"Gd: first-order estimate -2 h m5d = {-2 * h_gd * m5d_bare:.5f} Ry")
print(f"3d-3d hopping size {HOP_DD} Ry, test shift h {H_DD} Ry:")
for sign, label in ((-1, "bottom"), (1, "top")):
    print(f" symmetric state at band {label}: m5d {band[sign][0]:+.4f} mu_B, "
          f"E(par)-E(anti) {1000 * band[sign][1]:+.3f} mRy")
print("trivalent ions; 4f and cell moments in mu_B along 3d; dE = E(par)-E(anti) of spins")
print("ion  n   S    L    J     g-1    4f moment  cell moment  dE (mRy)")
for name, n, spin, orbital, total_j, gm1, moment, total, gain in rows:
    print(f"{name:3s} {n:2d}  {spin:3.1f}  {orbital:3.1f}  {total_j:3.1f}  {gm1:+.4f}"
          f"  {moment:+8.3f}  {total:+9.3f}  {gain:9.3f}")
print(f"4f spin-orbit constant for Sm and Eu in finite field: {ZETA} Ry")
print(f"Sm: field {field_sm:.5f} Ry, <Sz> {spin_sm:.4f}, 4f moment {moment_sm:+.4f} mu_B")
print(f"Eu: field {field_eu:.5f} Ry, <Sz> {spin_eu:.4f}, 4f moment {moment_eu:+.4f} mu_B")
print("full 4f shell: F2, F4, F6 = " + ", ".join(str(v) for v in SLATER_F.values()) + " Ry")
print(f"full 4f shell: zeta {ZETA_SHELL} Ry, exchange field {FIELD_SHELL:.1e} Ry")
for name, n, s_num, moment_num in shell_rows:
    print(f" {name} 4f^{n}: <Sz> {s_num:+.4f}, 4f moment {moment_num:+.4f} mu_B")
print(f" Nd with reversed spin-orbit sign: 4f moment {reversed_moment:+.4f} mu_B")
print("finished without a failed check")
```

Output:

```
radial exponents 4f, 5d: 5.5, 1.8 per Bohr radius
G1, G3, G5 (4f-5d): 0.07369, 0.04566, 0.03231 Ry
mean 4f-5d exchange K: 0.00945 Ry = 0.1286 eV
delta0 0.3 Ry, 3d splitting 0.15 Ry, 5d-3d hopping 0.045 Ry
transition-metal atoms 5, minority holes 10, T = 0.10062 Ry
5d weight of bonding state: majority 0.0594, minority 0.1273
without 4f spin: 5d moment -0.3394, 3d moment 10.3394 mu_B
Gd: level shift h = 0.03309 Ry
Gd: 5d moment, 4f spin antiparallel to 3d: -0.5169 mu_B
Gd: 5d moment, 4f spin parallel to 3d: -0.1830 mu_B
Gd: E(parallel)-E(antiparallel) = 0.02270 Ry = 0.3088 eV
Gd: first-order estimate -2 h m5d = 0.02246 Ry
3d-3d hopping size 0.08 Ry, test shift h 0.01 Ry:
 symmetric state at band bottom: m5d -0.1244 mu_B, E(par)-E(anti) +2.489 mRy
 symmetric state at band top: m5d +0.6748 mu_B, E(par)-E(anti) -13.506 mRy
trivalent ions; 4f and cell moments in mu_B along 3d; dE = E(par)-E(anti) of spins
ion  n   S    L    J     g-1    4f moment  cell moment  dE (mRy)
Ce   1  0.5  3.0  2.5  -0.1429    +2.143    +12.143      2.293
Pr   2  1.0  5.0  4.0  -0.2000    +3.200    +13.200      5.138
Nd   3  1.5  6.0  4.5  -0.2727    +3.273    +13.273      7.887
Pm   4  2.0  6.0  4.0  -0.4000    +2.400    +12.400     10.292
Sm   5  2.5  5.0  2.5  -0.7143    +0.714    +10.714     11.492
Gd   7  3.5  0.0  3.5  +1.0000    -7.000     +3.000     22.696
Tb   8  3.0  3.0  6.0  +0.5000    -9.000     +1.000     19.401
Dy   9  2.5  5.0  7.5  +0.3333   -10.000     +0.000     16.130
Ho  10  2.0  6.0  8.0  +0.2500   -10.000     +0.000     12.880
Er  11  1.5  6.0  7.5  +0.2000    -9.000     +1.000      9.646
Tm  12  1.0  5.0  6.0  +0.1667    -7.000     +3.000      6.424
Yb  13  0.5  3.0  3.5  +0.1429    -4.000     +6.000      3.210
4f spin-orbit constant for Sm and Eu in finite field: 0.01 Ry
Sm: field 0.00403 Ry, <Sz> -2.2445, 4f moment +0.2555 mu_B
Eu: field 0.00321 Ry, <Sz> -2.7058, 4f moment -2.7058 mu_B
full 4f shell: F2, F4, F6 = 0.9, 0.6, 0.45 Ry
full 4f shell: zeta 0.002 Ry, exchange field 2.0e-06 Ry
 Pr 4f^2: <Sz> -0.7981, 4f moment +3.2019 mu_B
 Nd 4f^3: <Sz> -1.2264, 4f moment +3.2736 mu_B
 Er 4f^11: <Sz> -1.4996, 4f moment -8.9996 mu_B
 Tm 4f^12: <Sz> -0.9999, 4f moment -6.9999 mu_B
 Nd with reversed spin-orbit sign: 4f moment -8.9996 mu_B
finished without a failed check
```
